# Why thallium and lead ionize harder but bismuth more easily

Indium, tin and antimony have one, two and three p electrons outside a filled s shell. Thallium, lead and bismuth repeat this pattern one row lower. Compared with the atom above it, thallium needs roughly 0.3 eV more to lose its first electron, lead roughly 0.1 eV more, and bismuth roughly 1.3 eV less. A change of size or nuclear charge that acted alike on all p electrons would not reverse sign at the third one. Spin-orbit coupling can do this, because it splits the p shell into a lower part with room for two electrons and an upper part with room for four.

## The two parts of a p shell

For one p electron the coupling is $\zeta\,\mathbf l\cdot\mathbf s$, with $\mathbf l$ and $\mathbf s$ in units of $\hbar$ and $\zeta>0$ an energy. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].$$

With $l=1$, $s=\tfrac12$, the bracket is $\tfrac34-2-\tfrac34=-2$ for $j=\tfrac12$ and $\tfrac{15}4-2-\tfrac34=1$ for $j=\tfrac32$. Hence

$$\varepsilon_{1/2}=-\zeta\ \text{(two states)},\qquad \varepsilon_{3/2}=+\tfrac12\zeta\ \text{(four states)}.$$

The sum over all six states is $-2\zeta+2\zeta=0$: the coupling splits the shell without moving its average.

If the electrons did not repel each other, they would fill the levels from below. The total spin-orbit energies for one, two and three electrons would be $-\zeta$, $-2\zeta$ and $-\tfrac32\zeta$. Removing the last electron would cost an extra $\zeta$, $\zeta$ and $-\tfrac12\zeta$. This is the filling-order explanation in its simplest form. It has the right signs, but repulsion also decides how electrons share a p shell, and in these atoms it is not small.

## A model with repulsion

Let $D(n)$ be the lowest energy of the configuration $p^n$, measured from the average over all its states. The ionization energy is then

$$I(n)=I_{\rm av}(n)+D(n-1)-D(n),\qquad(1)$$

where $I_{\rm av}$ is the difference between the average energies of cation and atom. Both $D(0)$ and the repulsion part of $D(1)$ vanish, so $D(1)=-\zeta$. The model keeps only the states of $p^n$ and uses one radial function for the whole shell.

The repulsion $1/r_{12}$ is expanded in Legendre polynomials $P_k$ of the angle between the electrons. A product of two p functions contains only the angular orders 0 and 2. With a single radial function, order 0 gives every state of $p^n$ the same energy and drops out of $D$. Order 2 gives $F^2P_2$, where the Slater integral $F^2$ is the average of $r_<^2/r_>^3$ over the two radial densities, with $r_<$ and $r_>$ the smaller and larger radius. For unit vectors $\mathbf n,\mathbf n'$ towards the electrons,

$$P_2=\tfrac32\sum_{ij}n_in_jn_i'n_j'-\tfrac12 .$$

In the real orbital $p_x\propto n_x$, the averages are $\langle n_x^2\rangle=\tfrac35$ and $\langle n_y^2\rangle=\langle n_z^2\rangle=\tfrac15$. The product $p_xp_y$ has zero total charge, and its only nonzero second moment is $\langle n_xn_y\rangle=\tfrac15$. With $f=F^2/25$, the direct energies $J$ and the exchange energy $K$ are

$$J_{xx}=F^2\left[\tfrac32\cdot\tfrac{9+1+1}{25}-\tfrac12\right]=4f,\quad
J_{xy}=F^2\left[\tfrac32\cdot\tfrac{3+3+1}{25}-\tfrac12\right]=-2f,$$

$$K_{xy}=F^2\cdot\tfrac32\cdot\tfrac{2}{25}=3f .$$

**Two electrons.** The nine orbital products form an antisymmetric P set, which takes a spin triplet, and symmetric D and S sets, which take singlets. A triplet in $p_x,p_y$ has energy $J_{xy}-K_{xy}=-5f$, and the corresponding singlet, a D state, has $J_{xy}+K_{xy}=f$. The S state $(xx+yy+zz)/\sqrt3$ has $J_{xx}+2K_{xy}=10f$. The average over the $9+5+1$ states is $(-45+5+10)f/15=-2f$. Relative to it,

$$E(^3P)=-3f,\qquad E(^1D)=3f,\qquad E(^1S)=12f .$$

**Three electrons.** Three parallel spins in $p_x,p_y,p_z$ form $^4S$, with three pairs at $-5f$: $-15f$. The largest orbital projection, $1+1+0=2$, belongs to a $^2D$ term. Projection 1 with one unpaired spin occurs twice, as $1,1,-1$ and $1,0,0$, so there is also one $^2P$. These terms have $4+10+6=20$ states, the full number.

For the doublets, take a pair in $p_x$ or in $p_z$ plus one electron in $p_y$. Either choice has energy $J_{xx}+2J_{xy}-K_{xy}=4f-4f-3f=-3f$, and moving the pair from $p_x$ to $p_z$ has matrix element $K_{xz}=3f$. The difference of the two states has energy $-6f$, the sum has energy 0. The difference varies like $x^2-z^2$ under rotation about $y$, which requires $L\ge2$, so it is $^2D$. The sum is a doublet of different energy, so it is $^2P$. The average is three pairs at $-2f$, or $-6f$, and relative to it

$$E(^4S)=-9f,\qquad E(^2D)=0,\qquad E(^2P)=6f .$$

Without spin-orbit coupling, equation (1) therefore contains repulsion parts $0$, $3f$ and $-3f+9f=6f$. The half-filled shell is favoured, and its third electron is held more tightly for that reason.

## Adding spin-orbit coupling to two electrons

Spin-orbit coupling conserves the total angular momentum $J$. The repulsion-free states of $p^2$ are

- two $p_{1/2}$ electrons: $J=0$, energy $-2\zeta$;
- one of each: $J=1,2$, energy $-\tfrac12\zeta$;
- two $p_{3/2}$ electrons: $J=0,2$, energy $+\zeta$.

For $J=0$ the states classified by repulsion are $^3P_0$ and $^1S_0$. The spin-orbit matrix in this basis follows from its eigenvalues $-2\zeta$ and $\zeta$. The diagonal element of $^1S_0$ is zero, since an orbital vector has no average in a state with $L=0$. The trace $-\zeta$ then belongs to $^3P_0$. The determinant $-2\zeta^2$ equals minus the square of the off-diagonal element, which is therefore $\sqrt2\,\zeta$ up to a sign of no consequence:

$$H_2=\begin{pmatrix}-3f-\zeta&\sqrt2\,\zeta\\ \sqrt2\,\zeta&12f\end{pmatrix}.$$

Half the trace minus half the root of the discriminant gives

$$D(2)=\tfrac12\left[9f-\zeta-\sqrt{(15f+\zeta)^2+8\zeta^2}\right].\qquad(2)$$

This is the ground level. States with $J\neq0$ have spin-orbit energy at least $-\tfrac12\zeta$ and repulsion at least $-3f$, while the lower root of $H_2$ lies below its diagonal element $-3f-\zeta$.

## Adding it to three electrons

The repulsion-free states of $p^3$ have energy $-\tfrac32\zeta$ for $p_{1/2}^2p_{3/2}$ ($J=\tfrac32$), zero for $p_{1/2}p_{3/2}^2$ ($J=\tfrac12,\tfrac32,\tfrac52$, the first from a $p_{3/2}$ pair with $J=0$, the others from a pair with $J=2$), and $+\tfrac32\zeta$ for $p_{3/2}^3$ ($J=\tfrac32$).

The basis for $J=\tfrac32$ is $^4S,{}^2D,{}^2P$. All diagonal spin-orbit elements vanish. For $^4S$ the reason is again $L=0$. The single $J=\tfrac52$ state, $^2D_{5/2}$, has spin-orbit energy zero. Summed over a whole term, a spin-orbit energy vanishes, because an orbital vector summed over all orientations of $L$ gives zero. Hence $^2D_{3/2}$ also has zero. The same argument with $^2P_{1/2}$ gives zero for $^2P_{3/2}$.

An orbital vector changes $L$ by at most one, so $^4S$ and $^2D$ do not couple. Let $b$ couple $^4S$ to $^2P$ and $c$ couple $^2D$ to $^2P$. The spin-orbit matrix then has eigenvalues $0,\pm\sqrt{b^2+c^2}$, so $b^2+c^2=\tfrac94\zeta^2$.

To find $b$, apply the coupling to the $^4S$ state with all spins up and orbital projections $1,0,-1$. The part $l_zs_z$ sums to $\tfrac12(1+0-1)=0$. The part $\tfrac12l_+s_-$ turns $0\!\uparrow$ into $1\!\downarrow$ and $-1\!\uparrow$ into $0\!\downarrow$, each with amplitude $\tfrac12\sqrt2$. The results are orthogonal, and their total squared length is $\tfrac12+\tfrac12=1$. All of it lies in $^2P$, so $b^2=\zeta^2$ and $c^2=\tfrac54\zeta^2$. Thus

$$H_3=\begin{pmatrix}-9f&0&\zeta\\0&0&\tfrac{\sqrt5}{2}\zeta\\ \zeta&\tfrac{\sqrt5}{2}\zeta&6f\end{pmatrix}.$$

Its characteristic equation is $(\lambda+9f)(\lambda^2-6f\lambda-\tfrac54\zeta^2)-\zeta^2\lambda=0$, or

$$\lambda^3+3f\lambda^2-\left(54f^2+\tfrac94\zeta^2\right)\lambda-\tfrac{45}{4}f\zeta^2=0.\qquad(3)$$

The lowest root is $D(3)$. The other values of $J$ lie at $0$ and $6f$, above it.

## Weak and strong coupling

Let $\Delta_n$ be the change of $I(n)$ when $\zeta$ is switched on at fixed $I_{\rm av}$. If atom and cation share $f$ and $\zeta$, subtracting the repulsion parts found above gives

$$\Delta_1=\zeta,\quad \Delta_2=-\zeta-D(2)-3f,\quad \Delta_3=D(2)-D(3)-6f .$$

For $\zeta\ll f$, the first-order energies are $D(2)\approx-3f-\zeta$ and $D(3)\approx-9f$. The changes are $\zeta$, $0$ and $-\zeta$. The second electron gains nothing at this order, because atom and cation are lowered equally. The third is easier to remove because the cation gains $\zeta$ and the half-filled atom gains nothing.

For $\zeta\gg f$, repulsion is averaged over the filled levels. The eigenvector of $H_2$ at $f=0$ with energy $-2\zeta$ has weights $\tfrac23,\tfrac13$, so its repulsion is $\tfrac23(-3f)+\tfrac13(12f)=2f$. The eigenvector of $H_3$ with energy $-\tfrac32\zeta$ has weights $\tfrac29,\tfrac5{18},\tfrac12$ and repulsion $-2f+0+3f=f$. Therefore

$$\Delta_2\approx\zeta-5f,\qquad \Delta_3\approx-\tfrac12\zeta-5f .$$

The terms in $\zeta$ are those of simple filling. The terms in $f$ record the loss of favourable spin alignment. The third electron is easier to remove in both limits, but for different reasons. When atom and cation share $f$ and $\zeta$, the gain of the second electron is positive for any $\zeta>0$, since $D(2)<-3f-\zeta$. For weak coupling, however, it is only about $2\zeta^2/(15f)$, the squared off-diagonal element of $H_2$ divided by the gap $15f$. It becomes comparable to $\zeta$ only when $\zeta$ competes with repulsion.

The number $N_{1/2}$ of $p_{1/2}$ electrons shows how far the filling picture holds. With $h$ the average of $\sum\mathbf l\cdot\mathbf s$ in the ground state, $h=-N_{1/2}+\tfrac12(n-N_{1/2})$, so

$$N_{1/2}=\frac{n-2h}{3},\qquad h=\frac{\partial D}{\partial\zeta}.$$

The second relation holds because a normalized eigenstate makes the energy stationary. In weak coupling, $h=-1$ for $^3P_0$ and $h=0$ for $^4S$, giving $N_{1/2}=\tfrac43$ and $1$. In strong coupling both numbers are 2.

## A light and a heavy model atom

Take $F^2=4$ eV, so $f=0.16$ eV, with $\zeta=0.2$ eV for a light atom and $1$ eV for a heavy one. For the heavy atom, equation (2) gives

$$D(2)=\tfrac12\left[1.44-1-\sqrt{3.4^2+8}\right]=-1.991\ \text{eV},$$

and the lowest root of equation (3) is $D(3)=-1.895$ eV. Hence

$$\Delta_2=-1+1.991-0.480=0.511\ \text{eV},$$
$$\Delta_3=-1.991+1.895-0.960=-1.056\ \text{eV}.$$

For the light atom, $D(2)=-0.710$ eV and $D(3)=-1.457$ eV give $\Delta_2=0.03$ eV and $\Delta_3=-0.21$ eV. From light to heavy, spin-orbit coupling changes the three ionization energies by $+0.80$, $+0.48$ and $-0.84$ eV. The signs match the observed pattern, and the second increase is smaller than the first.

In the heavy atom, $N_{1/2}$ is 1.00, 1.86 and 1.62 for one, two and three electrons. The second electron enters mostly $p_{1/2}$. The third enters $p_{3/2}$ and also draws some of the earlier population up with it, because repulsion favours spreading the electrons over the shell.

## The six atoms

Real atoms and their cations have different $\zeta$ and $F^2$, and $I_{\rm av}$ changes from row to row. The values below come from radial four-component Dirac–Kohn–Sham calculations in the local density approximation, with VWN correlation, a Gaussian basis and a nucleus of finite size. The open shell was spread over $p_{1/2}$ and $p_{3/2}$ in the ratio 1:2. The spin-unpolarized total energies of atom and cation stand in for the configuration averages. Orbital energies give $\zeta=\tfrac23(\varepsilon_{3/2}-\varepsilon_{1/2})$, and the averaged p density gives $F^2$. Each species then has its own $D$ in equation (1).

The constant $\zeta$ is 0.21, 0.31 and 0.42 eV in In, Sn and Sb, but 0.72, 1.00 and 1.31 eV in Tl, Pb and Bi. The values of $F^2$ hardly change down a column: 3.97 eV in tin and 3.85 eV in lead, for example. The heavier row thus has stronger spin-orbit coupling against nearly the same repulsion.

The differences in ionization energy, heavier atom minus lighter, are in eV:

| Pair | Average | Repulsion | Spin-orbit | Total |
|---|---:|---:|---:|---:|
| Tl − In | −0.09 | 0.00 | +0.51 | +0.42 |
| Pb − Sn | −0.15 | −0.01 | +0.28 | +0.11 |
| Bi − Sb | −0.23 | −0.04 | −1.17 | −1.45 |

The average and repulsion parts together are negative in every pair, so on their own they would make all three heavier atoms ionize slightly more easily. The spin-orbit part reverses that for thallium and lead and greatly enlarges the fall for bismuth. The division is not perfectly clean. The orbitals behind the average part come from the Dirac equation and already respond to spin-orbit coupling, so the spin-orbit column holds only the effect of the coupling within the open shell.

Lead shows why simple filling is not enough. Its cation has $\zeta=1.269$ eV, against 1.004 eV in the atom. Equation (2) with the atomic values gives $D(2)=-1.991$ eV, so the spin-orbit part of its ionization energy is

$$-1.269+1.991-3\times\frac{3.845}{25}=0.26\ \text{eV},$$

far below the 1.00 eV that filling with the atomic $\zeta$ would suggest. Had the cation kept the atom's $\zeta$, the result would be 0.265 eV larger. In tin the corresponding loss, $0.397-0.310=0.087$ eV, outweighs the small gain, and the spin-orbit part is $-0.02$ eV.

In bismuth the cation has $D(2)=-3.07$ eV and the atom $D(3)=-2.27$ eV. The two remaining electrons are better off, relative to their average, than the three were. The populations agree: $N_{1/2}$ is 1.00 in Pb$^+$ and 1.87 in Pb, but 1.90 in Bi$^+$ and 1.73 in Bi. These numbers depend on the ratio of $\zeta$ to $F^2$; parameters fitted to the measured levels give about 1.90 in Pb, 1.93 in Bi$^+$ and 1.84 in Bi. Lead's second p electron goes largely into $p_{1/2}$; bismuth's third adds no $p_{1/2}$ population at all.

The calculation leaves out the Breit interaction and mixing with configurations other than $p^n$, and its density functional is approximate. Compared with values fitted to the measured levels of these atoms and ions, its $F^2$ is 30 to 40% too large (the fit gives about 2.8 eV in tin and 2.9 eV in lead) and its $\zeta$ roughly 10% too large (the measured fine structure gives 0.64 eV in Tl and 1.16 eV in Pb$^+$). The measured levels give spin-orbit differences of about $+0.46$, $+0.27$ and $-1.01$ eV, with the same signs as in the table. For antimony it gives 8.9 eV, where the measured value is roughly 8.6 eV. An error of that size does not threaten the signs for bismuth and antimony. The total for lead and tin, 0.11 eV, is smaller than such an error, so its sign is not secured by this calculation alone. The single radial function is also a coarse assumption in the heavy row. In lead the order-0 repulsion is about 8.2 eV for two $p_{1/2}$ electrons and 7.1 eV for two $p_{3/2}$ electrons. An estimate that keeps the two orbitals apart, without letting them relax, lowers the ionization energy of lead by about 0.2 eV and that of tin by only 0.04 eV, enough to reverse the computed sign. Its agreement with the small measured excess is consistent with the mechanism: a spin-orbit gain, much reduced by the cation's own gain, that exceeds the combined fall of the average and repulsion parts by only about 0.1 eV.
